# Charge-constrained Hartree-Fock: concavity in the multiplier and Newton updates: test program

```python
"""Charge-constrained closed-shell Hartree-Fock.

Result under test: for L = E + lambda*(N - N0), with N = Tr(w D),
the stationary value W(lambda) obeys
    W' = N - N0,    W'' = -4 w^T (A+B)^(-1) w.
D is the spin-summed density, w the population operator (in the formula its
virtual-occupied elements), and 4(A+B) the Hessian of L for real closed-shell
orbital rotations. A positive definite A+B makes W concave.
The molecular example uses hartree atomic units; the two-site models use t=1.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def fock_matrix(one_body, eri, density):
    coulomb = np.einsum("pqrs,rs->pq", eri, density)
    exchange = np.einsum("prsq,rs->pq", eri, density)
    return one_body + coulomb - 0.5 * exchange


def coupled_matrix(fock_ao, eri, orbitals, nocc):
    """A+B in the basis of virtual-occupied rotations."""
    occ, vir = orbitals[:, :nocc], orbitals[:, nocc:]
    aibj = np.einsum("pqrs,pa,qi,rb,sj->aibj", eri, vir, occ, vir, occ,
                     optimize=True)
    abij = np.einsum("pqrs,pa,qb,ri,sj->abij", eri, vir, vir, occ, occ,
                     optimize=True)
    matrix = (4 * aibj - abij.transpose(0, 2, 1, 3)
              - aibj.transpose(0, 3, 2, 1))
    matrix += np.einsum("ab,ij->aibj", vir.T @ fock_ao @ vir, np.eye(nocc))
    matrix -= np.einsum("ij,ab->aibj", occ.T @ fock_ao @ occ,
                        np.eye(vir.shape[1]))
    size = nocc * vir.shape[1]
    return matrix.reshape(size, size)


def newton(response, target, multiplier, damped=True, tol=1e-8,
           max_updates=30):
    """response(multiplier) returns the population and its slope."""
    population, slope = response(multiplier)
    residual = population - target
    history = [(multiplier, residual, slope)]
    while abs(residual) > tol and len(history) <= max_updates:
        scale = 1.0
        while True:
            trial = multiplier - scale * residual / slope
            population, new_slope = response(trial)
            new_residual = population - target
            enough = (1 - 1e-4 * scale) * abs(residual)
            if not damped or abs(new_residual) <= enough:
                break
            scale *= 0.5
            assert scale > 1e-8, "step halving failed"
        multiplier, residual, slope = trial, new_residual, new_slope
        history.append((multiplier, residual, slope))
    return history


# Formaldehyde, rounded planar geometry in angstrom.
r_co, r_ch, angle_hch = 1.2, 1.1, 120.0
half_angle = np.deg2rad(angle_hch / 2)
y_h, z_h = r_ch * np.sin(half_angle), -r_ch * np.cos(half_angle)
mol = gto.M(atom=[["O", (0, 0, r_co)], ["C", (0, 0, 0)],
                  ["H", (0, y_h, z_h)], ["H", (0, -y_h, z_h)]],
            basis="6-31g", unit="Angstrom", verbose=0)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e")
overlap = mol.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
s_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
first, last = mol.aoslice_by_atom()[0, 2:]
weight = s_half[:, first:last] @ s_half[first:last, :]
n_occ = mol.nelectron // 2
n_vir = mol.nao - n_occ
target_population = 8.5
cache = {}
start_density = None


def solve(lam):
    """Converged SCF solution and its response at a fixed multiplier."""
    global start_density
    lam = float(lam)
    if lam in cache:
        return cache[lam]
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.verbose = 0
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-9, 150
    mf.get_hcore = lambda *args: core + lam * weight
    mf.kernel(dm0=start_density)
    assert mf.converged
    density = np.asarray(mf.make_rdm1())
    if start_density is None:
        start_density = density
    orbitals = np.asarray(mf.mo_coeff)
    fock = fock_matrix(core + lam * weight, eri_ao, density)
    ab = coupled_matrix(fock, eri_ao, orbitals, n_occ)
    w_ai = (orbitals[:, n_occ:].T @ weight @ orbitals[:, :n_occ]).ravel()
    gaps = (mf.mo_energy[n_occ:, None] - mf.mo_energy[None, :n_occ]).ravel()
    population = np.trace(weight @ density)
    cache[lam] = dict(
        population=population, energy=mf.e_tot - lam * population,
        orbitals=orbitals, ab=ab, lowest=np.linalg.eigvalsh(ab)[0],
        curvature=-4 * w_ai @ np.linalg.solve(ab, w_ai),
        uncoupled=-4 * np.sum(w_ai**2 / gaps))
    return cache[lam]


def dual_value(lam):
    state = solve(lam)
    return state["energy"] + lam * (state["population"] - target_population)


free = solve(0.0)

# Orbital derivatives against finite differences of the energy functional.
test_lam = -0.2


def rotated(orbitals, kappa):
    generator = np.zeros((mol.nao, mol.nao))
    generator[n_occ:, :n_occ] = kappa
    generator[:n_occ, n_occ:] = -kappa.T
    return orbitals @ expm(generator)


def density_of(orbitals):
    return 2 * orbitals[:, :n_occ] @ orbitals[:, :n_occ].T


def functional(orbitals):
    density = density_of(orbitals)
    one_body = core + test_lam * weight
    fock = fock_matrix(one_body, eri_ao, density)
    return 0.5 * np.sum(density * (one_body + fock))


direction = rng.normal(size=(n_vir, n_occ))
direction /= np.linalg.norm(direction)
general = rotated(free["orbitals"], 0.1 * rng.normal(size=(n_vir, n_occ)))
general_fock = fock_matrix(core + test_lam * weight, eri_ao,
                           density_of(general))
h = 3e-4
plus, minus = rotated(general, h * direction), rotated(general, -h * direction)
gradient_fd = (functional(plus) - functional(minus)) / (2 * h)
gradient = 4 * np.sum(
    direction * (general[:, n_occ:].T @ general_fock @ general[:, :n_occ]))
assert abs(gradient_fd - gradient) < 1e-4
population_fd = np.sum(weight * (density_of(plus) - density_of(minus))) / (2*h)
population_gradient = 4 * np.sum(
    direction * (general[:, n_occ:].T @ weight @ general[:, :n_occ]))
assert abs(population_fd - population_gradient) < 1e-5

stationary = solve(test_lam)
h = 3e-3
values = [functional(rotated(stationary["orbitals"], s * h * direction))
          for s in (-1, 0, 1)]
hessian_fd = (values[0] - 2 * values[1] + values[2]) / h**2
hessian = 4 * direction.ravel() @ stationary["ab"] @ direction.ravel()
assert abs(hessian_fd / hessian - 1) < 2e-4

# Derivatives of W from independently converged SCF solutions.
h = 1e-3
slope_fd = (dual_value(test_lam + h) - dual_value(test_lam - h)) / (2 * h)
slope = stationary["population"] - target_population
assert abs(slope_fd - slope) < 1e-5
curvature_fd = (solve(test_lam + h)["population"]
                - solve(test_lam - h)["population"]) / (2 * h)
assert abs(curvature_fd / stationary["curvature"] - 1) < 2e-4

# Stability and concavity over a finite range.
grid = np.array([-0.3, -0.2, -0.1, 0.0, 0.1])
assert all(solve(x)["lowest"] > 0 for x in grid)
assert all(solve(x)["curvature"] < 0 for x in grid)
dual_grid = np.array([dual_value(x) for x in grid])
assert np.all(np.diff(dual_grid, 2) < 0)

# Coupled Newton and uncoupled updates.
def coupled_response(lam):
    state = solve(lam)
    return state["population"], state["curvature"]


def uncoupled_response(lam):
    state = solve(lam)
    return state["population"], state["uncoupled"]


history = newton(coupled_response, target_population, 0.0)
assert abs(history[-1][1]) < 1e-8
lam_star = history[-1][0]
final = solve(lam_star)
assert final["lowest"] > 0
simple = newton(uncoupled_response, target_population, 0.0, damped=False,
                max_updates=60)
assert abs(simple[-1][1]) < 1e-8
linear_factor = 1 - final["curvature"] / final["uncoupled"]
usable = [k for k in range(len(simple) - 1) if abs(simple[k + 1][1]) > 1e-7]
observed_factor = simple[usable[-1] + 1][1] / simple[usable[-1]][1]
assert abs(observed_factor - linear_factor) < 0.01

# Leading error constant of one full Newton step near the solution.
h = 2e-3
third = (solve(lam_star + h)["curvature"]
         - solve(lam_star - h)["curvature"]) / (2 * h)
quadratic_constant = third / (2 * final["curvature"]**2)
one_step = newton(coupled_response, target_population, lam_star + 0.005,
                  damped=False, max_updates=1)
observed_constant = one_step[1][1] / one_step[0][1]**2
assert (abs(observed_constant - quadratic_constant)
        < 0.05 * abs(quadratic_constant) + 0.005)

# Derivatives of the constrained energy with respect to the target.
delta = 0.01
energies = []
for shifted_target in (target_population - delta, target_population + delta):
    path = newton(coupled_response, shifted_target, lam_star)
    assert abs(path[-1][1]) < 1e-8
    energies.append(solve(path[-1][0])["energy"])
energy_slope = (energies[1] - energies[0]) / (2 * delta)
energy_curvature = (energies[0] + energies[1] - 2 * final["energy"]) / delta**2
assert abs(energy_slope + lam_star) < 1e-4
assert abs(energy_curvature * final["curvature"] + 1) < 2e-3

# One negative Hessian eigenvalue: constrained minimum versus sign of W''.
counts = [0, 0]
for _ in range(1000):
    matrix = rng.normal(size=(4, 4))
    matrix = matrix + matrix.T
    if np.sum(np.linalg.eigvalsh(matrix) < 0) != 1:
        continue
    g = rng.normal(size=4)
    tangent = null_space(g[None, :])
    constrained_min = np.linalg.eigvalsh(tangent.T @ matrix @ tangent)[0] > 0
    convex_dual = -g @ np.linalg.solve(matrix, g) > 0
    assert constrained_min == convex_dual
    counts[int(constrained_min)] += 1
assert min(counts) > 0

# Two-site, two-electron model: hopping t=1, population difference m.
hopping, attraction = 1.0, -3.0
difference = np.diag([1.0, -1.0])


def site_integrals(interaction):
    integrals = np.zeros((2, 2, 2, 2))
    integrals[0, 0, 0, 0] = integrals[1, 1, 1, 1] = interaction
    return integrals


def site_state(theta, lam, interaction):
    c, s = np.cos(theta), np.sin(theta)
    orbitals = np.array([[c, -s], [s, c]])
    density = 2 * np.outer(orbitals[:, 0], orbitals[:, 0])
    one_body = np.array([[lam, -hopping], [-hopping, -lam]])
    fock = fock_matrix(one_body, site_integrals(interaction), density)
    energy = 0.5 * np.sum(density * (one_body + fock))
    return orbitals, fock, energy, np.trace(difference @ density)


def symmetric_branch(lam):
    def orbital_gradient(theta):
        orbitals, fock, _, _ = site_state(theta, lam, attraction)
        return orbitals[:, 1] @ fock @ orbitals[:, 0]
    theta = brentq(orbital_gradient, np.pi / 4 - 0.1, np.pi / 4 + 0.1,
                   xtol=1e-14)
    return site_state(theta, lam, attraction)


site_orb, site_fock, symmetric_energy, _ = symmetric_branch(0.0)
site_ab = coupled_matrix(site_fock, site_integrals(attraction), site_orb, 1)[0, 0]
site_w = site_orb[:, 1] @ difference @ site_orb[:, 0]
site_curvature = -4 * site_w**2 / site_ab
h = 1e-3
site_curvature_fd = (symmetric_branch(h)[3] - symmetric_branch(-h)[3]) / (2*h)
assert site_ab < 0 and site_curvature > 0
assert abs(site_curvature_fd / site_curvature - 1) < 1e-3


def global_state(lam):
    candidates = [minimize_scalar(
        lambda x: site_state(x, lam, attraction)[2], bounds=bounds,
        method="bounded", options={"xatol": 1e-10})
        for bounds in ((0, np.pi / 4), (np.pi / 4, np.pi / 2))]
    best = min(candidates, key=lambda result: result.fun)
    return best.fun, site_state(best.x, lam, attraction)[3]


m_left, m_right = global_state(-1e-4)[1], global_state(1e-4)[1]
best_dual = max(global_state(x)[0] for x in np.linspace(-1, 1, 41))
duality_gap = symmetric_energy - best_dual
assert m_left > 1 and m_right < -1
assert duality_gap > 0.1


# Without interaction W is concave, but a full Newton step may overshoot.
def free_site_response(lam):
    one_body = np.array([[lam, -hopping], [-hopping, -lam]])
    _, orbitals = np.linalg.eigh(one_body)
    ab = coupled_matrix(one_body, site_integrals(0.0), orbitals, 1)[0, 0]
    w_ai = orbitals[:, 1] @ difference @ orbitals[:, 0]
    population = 2 * orbitals[:, 0] @ difference @ orbitals[:, 0]
    return population, -4 * w_ai**2 / ab


plain = newton(free_site_response, 0.0, 2.0, damped=False, max_updates=2)
damped = newton(free_site_response, 0.0, 2.0)
assert abs(plain[2][0]) > abs(plain[1][0]) > abs(plain[0][0])
assert abs(damped[-1][1]) < 1e-8

cost = final["energy"] - free["energy"]
quadratic_cost = ((target_population - free["population"])**2
                  / (2 * abs(free["curvature"])))
print("H2CO, RHF/6-31G, Loewdin population of O")
print(f"CO, CH lengths: {r_co:.1f}, {r_ch:.1f} angstrom")
print(f"HCH angle: {angle_hch:.0f} degrees")
print(f"basis functions, occupied, virtual: {mol.nao}, {n_occ}, {n_vir}")
print(f"free energy-minimum E: {free['energy']:.8f} hartree")
print(f"free O population: {free['population']:.6f} electrons")
print(f"target O population: {target_population:.3f} electrons")
print("grid: lambda/Eh, N/electrons, W/Eh, W''/(1/Eh), min(A+B)/Eh")
for x, value in zip(grid, dual_grid):
    state = solve(x)
    print(f"{x:5.1f} {state['population']:.6f} {value:.7f} "
          f"{state['curvature']:.6f} {state['lowest']:.6f}")
print(f"at lambda={test_lam:.1f} Eh:")
print(f"W' formula, difference: {slope:.7f}, {slope_fd:.7f} electrons")
print(f"W'' formula, difference: {stationary['curvature']:.6f}, "
      f"{curvature_fd:.6f} 1/Eh")
print(f"Hessian formula, difference: {hessian:.5f}, {hessian_fd:.5f} Eh")
print("Newton: update, lambda/Eh, N-N0/electrons, W''/(1/Eh)")
for k, (lam, residual, curvature) in enumerate(history):
    print(f"{k:2d} {lam:.9f} {residual:.3e} {curvature:.6f}")
print(f"final lambda: {lam_star:.7f} Eh = {lam_star*HARTREE_EV:.5f} eV")
print(f"constrained E: {final['energy']:.8f} hartree")
print(f"energy cost: {cost:.7f} Eh = {cost*HARTREE_EV:.5f} eV")
print(f"quadratic estimate of cost: {quadratic_cost:.7f} Eh")
print(f"final min(A+B): {final['lowest']:.6f} Eh")
print(f"final uncoupled W'': {final['uncoupled']:.6f} 1/Eh")
print(f"updates, Newton and uncoupled: {len(history)-1}, {len(simple)-1}")
print(f"linear factor predicted, observed: {linear_factor:.5f}, "
      f"{observed_factor:.5f}")
print(f"Newton constant predicted, observed: {quadratic_constant:.5f}, "
      f"{observed_constant:.5f} 1/electron")
print(f"dE/dN0 by difference: {energy_slope:.7f} Eh/electron")
print(f"d2E/dN0^2 difference, -1/W'': {energy_curvature:.6f}, "
      f"{-1/final['curvature']:.6f} Eh/electron^2")
print(f"two-site model: t={hopping:.1f}, U={attraction:.1f} (units of t)")
print(f"symmetric A+B: {site_ab:.6f} t")
print(f"W'' formula, difference: {site_curvature:.6f}, "
      f"{site_curvature_fd:.6f} 1/t")
print(f"symmetric E, best dual W: {symmetric_energy:.6f}, {best_dual:.6f} t")
print(f"duality gap: {duality_gap:.6f} t")
print(f"m at lambda=-0.0001,+0.0001 t: {m_left:.5f}, {m_right:.5f} electrons")
print("U=0, target m=0, plain lambda/t: "
      + ", ".join(f"{item[0]:.3f}" for item in plain))
print("U=0, damped lambda/t: "
      + ", ".join(f"{item[0]:.6f}" for item in damped))
print("every check passed")
```

Running it gives:

```
H2CO, RHF/6-31G, Loewdin population of O
CO, CH lengths: 1.2, 1.1 angstrom
HCH angle: 120 degrees
basis functions, occupied, virtual: 22, 8, 14
free energy-minimum E: -113.80727584 hartree
free O population: 8.280711 electrons
target O population: 8.500 electrons
grid: lambda/Eh, N/electrons, W/Eh, W''/(1/Eh), min(A+B)/Eh
 -0.3 8.833059 -113.8286820 -1.535615 0.240291
 -0.2 8.668819 -113.8034095 -1.749436 0.217176
 -0.1 8.483648 -113.7956196 -1.948719 0.191666
  0.0 8.280711 -113.8072758 -2.099129 0.166874
  0.1 8.066402 -113.8398586 -2.172786 0.144760
at lambda=-0.2 Eh:
W' formula, difference: 0.1688187, 0.1688183 electrons
W'' formula, difference: -1.749436, -1.749436 1/Eh
Hessian formula, difference: 16.04340, 16.04340 Eh
Newton: update, lambda/Eh, N-N0/electrons, W''/(1/Eh)
 0 0.000000000 -2.193e-01 -2.099129
 1 -0.104466437 -7.666e-03 -1.940607
 2 -0.108416801 -1.430e-05 -1.933353
 3 -0.108424200 -4.727e-11 -1.933339
final lambda: -0.1084242 Eh = -2.95037 eV
constrained E: -113.79555079 hartree
energy cost: 0.0117251 Eh = 0.31906 eV
quadratic estimate of cost: 0.0114541 Eh
final min(A+B): 0.193825 Eh
final uncoupled W'': -1.983446 1/Eh
updates, Newton and uncoupled: 3, 6
linear factor predicted, observed: 0.02526, 0.02527
Newton constant predicted, observed: -0.24688, -0.24247 1/electron
dE/dN0 by difference: 0.1084285 Eh/electron
d2E/dN0^2 difference, -1/W'': 0.517245, 0.517240 Eh/electron^2
two-site model: t=1.0, U=-3.0 (units of t)
symmetric A+B: -1.000000 t
W'' formula, difference: 4.000000, 4.000016 1/t
symmetric E, best dual W: -3.500000, -3.666667 t
duality gap: 0.166667 t
m at lambda=-0.0001,+0.0001 t: 1.49082, -1.49082 electrons
U=0, target m=0, plain lambda/t: 2.000, -8.000, 512.000
U=0, damped lambda/t: 2.000000, -0.500000, 0.125000, -0.001953, 0.000000, 0.000000
every check passed
```
